\section*{An Alkali Rydberg Stark Map by Zimmerman's Method}

\section{How many manifolds must the basis contain?}

A Stark map shows the energies of an atom against a static electric field. To compute one, we diagonalize the field in a set of field-free states, and we must decide how many principal quantum numbers $n$ to include on each side of the manifold $n_0$ of interest. The answer depends on the field. In the example below, with $n_0=12$ and a target error of $0.1\ \mathrm{cm^{-1}}$, one neighbouring manifold on each side is enough at 4 kV/cm, but at 8 kV/cm a second one above $n_0$ is needed as well.

Zimmerman's method makes such calculations cheap because it never computes the ionic core. Quantum defects supply the energies, and the Coulomb potential outside the core supplies the radial functions. We first treat two states by hand and then replace each ingredient by its general form.

Atomic units are used in the derivations. The nucleus is infinitely heavy and spin is ignored. The electron has charge $-1$, so a field $F$ along $+z$ adds the energy $+Fz$:
\begin{equation}
H=\tfrac12 p^2+V(r)+Fz ,\qquad V(r)\to-\frac1r \ \text{outside the core}.
\end{equation}
Symmetry under rotation about $z$ conserves $m$. We take $m=0$.

\section{Two states by hand}

Take the hydrogen states $2s$ and $2p$. Write the radial function as $R=u/r$, with $\int_0^\infty u^2\,dr=1$, and choose the sign that makes $u$ positive at large $r$:
\begin{equation}
u_{2s}=\frac{1}{\sqrt2}\,r\left(\frac r2-1\right)e^{-r/2},\qquad
u_{2p}=\frac{1}{2\sqrt6}\,r^2e^{-r/2}.
\end{equation}
Using $\int_0^\infty r^k e^{-r}dr=k!$, the radial integral is
\begin{equation}
\langle 2s|r|2p\rangle=\frac{1}{4\sqrt3}\int_0^\infty r^4\left(\frac r2-1\right)e^{-r}dr
=\frac{60-24}{4\sqrt3}=3\sqrt3 .
\end{equation}
Since $z=r\cos\theta$, we also need an angular factor. With $t=\cos\theta$, the normalized $m=0$ functions of $t$ are $\sqrt{(2l+1)/2}\,P_l(t)$. The recurrence
$(2l+1)\,tP_l=(l+1)P_{l+1}+lP_{l-1}$ and the norm $\int_{-1}^1P_{l+1}^2dt=2/(2l+3)$ give
\begin{equation}
\langle l|\cos\theta|l+1\rangle
=\frac{\sqrt{(2l+1)(2l+3)}}{2}\,\frac{l+1}{2l+1}\,\frac{2}{2l+3}
=\frac{l+1}{\sqrt{(2l+1)(2l+3)}} .
\label{ang}
\end{equation}
The recurrence also shows that $\cos\theta$ connects $l$ to $l\pm1$ and to nothing else. For $l=0$ the factor is $1/\sqrt3$, so the coupling is $W=F\cdot3\sqrt3/\sqrt3=3F$.

For two states of energies $E_s$ and $E_p$, the condition $(E_s-E)(E_p-E)=W^2$ gives
\begin{equation}
E_\pm=\frac{E_s+E_p}{2}\pm\sqrt{\frac{(E_p-E_s)^2}{4}+W^2}.
\label{two}
\end{equation}
In hydrogen $E_s=E_p$, and the shifts are $\pm3F$, linear in the field. In an alkali the core lowers the $s$ state. For $|W|\ll E_p-E_s$, expanding the root gives the quadratic shift $-W^2/(E_p-E_s)$ of the lower state. A larger field restores the linear behaviour.

The calculation used energies, radial integrals and angular factors, followed by a diagonalization. The angular factor (\ref{ang}) is already general.

\section{Energies from quantum defects}

The field-free energies are written as
\begin{equation}
E_{nl}=-\frac{1}{2n_*^2},\qquad n_*=n-\delta_l(n),\qquad
\delta_l(n)=\delta_0+\frac{\delta_2}{(n-\delta_0)^2}.
\end{equation}
Two known levels fix $\delta_0$ and $\delta_2$ for each $l$. In practice these would be measured levels.

Here they come from a model whose exact answer can also be computed. A nucleus of charge 3 is screened by two frozen electrons in the orbital $e^{-\zeta r}$, with $\zeta=2.7$ per bohr. Their electrostatic potential gives
\begin{equation}
V(r)=-\frac1r-2\left(\frac1r+\zeta\right)e^{-2\zeta r}.
\end{equation}
The model has no exchange and no core polarization, and it does not stand for a particular element. Its $s$ constants, fitted to $n=8$ and $n=15$, are $\delta_0=0.301959$ and $\delta_2=0.019162$. For $12s$ the second term is $0.019162/11.698^2=0.00014$, so $n_*=12-0.30210=11.6979$. Half a hartree is $109737.3\ \mathrm{cm^{-1}}$, and therefore
\begin{equation}
E_{12s}=-\frac{109737.3}{11.6979^2}\ \mathrm{cm^{-1}}=-801.93\ \mathrm{cm^{-1}} .
\end{equation}
The $p$ and $d$ defects are much smaller, with $\delta_0=0.0093$ and $0.00008$. Defects for $l\ge3$ are set to zero.

\section{Radial functions without the core}

Outside the core, $u$ obeys
\begin{equation}
\frac{d^2u}{dr^2}=Qu,\qquad Q=\frac{l(l+1)}{r^2}-\frac2r+\frac1{n_*^2}.
\label{radial}
\end{equation}
At a given energy this equation has one solution that decays at infinity, apart from its normalization. The true function must follow it wherever $V=-1/r$. The correct energy therefore carries the core's influence into the outer region. The approximation lies in the normalization and in the small part of the integral at short range, where the factor $r$ suppresses the integrand.

\subsection{The square-root grid}

A Rydberg function oscillates quickly near the core and slowly far out, so a uniform grid in $r$ is wasteful. Put $r=x^2$ and $u=\sqrt x\,X(x)$. Since $d/dr=(2x)^{-1}d/dx$,
\begin{align}
\frac{du}{dr}&=\frac12x^{-1/2}X'+\frac14x^{-3/2}X,\\
\frac{d^2u}{dr^2}&=\frac1{2x}\left[\frac12x^{-1/2}X''-\frac14x^{-3/2}X'+\frac14x^{-3/2}X'-\frac38x^{-5/2}X\right]\nonumber\\
&=\frac14x^{-3/2}X''-\frac3{16}x^{-7/2}X .
\end{align}
The factor $\sqrt x$ was chosen so that the first derivatives cancel. Setting the result equal to $Q\sqrt x\,X$ and multiplying by $4x^{3/2}$ gives $X''=gX$ with
\begin{align}
g&=4x^2Q+\frac{3}{4x^2}
=\frac{4l(l+1)+\frac34}{x^2}-8+\frac{4x^2}{n_*^2}\nonumber\\
&=\frac{(2l+\frac12)(2l+\frac32)}{x^2}-8+\frac{4x^2}{n_*^2}.
\label{g}
\end{align}
Where the function oscillates, its local wavenumber is $\sqrt{-g}$. The terms added to $-8$ are positive, so this wavenumber stays below $\sqrt8$ for every state. One step size in $x$ thus serves the whole basis.

\subsection{The Numerov step}

Let $h$ be the step and add the Taylor expansions of $X_{i+1}$ and $X_{i-1}$:
\begin{equation}
X_{i+1}-2X_i+X_{i-1}=h^2X_i''+\frac{h^4}{12}X_i''''+O(h^6).
\end{equation}
Replace the fourth derivative by the second difference of $X''$, which changes the right-hand side by $O(h^6)$. With $X''=gX$ and $a_i=h^2g_i/12$, the right-hand side becomes
\begin{equation}
12a_iX_i+a_{i+1}X_{i+1}-2a_iX_i+a_{i-1}X_{i-1}.
\end{equation}
Collecting terms and solving for the inner point gives
\begin{equation}
X_{i-1}=\frac{(2+10a_i)X_i-(1-a_{i+1})X_{i+1}}{1-a_{i-1}} .
\label{numerov}
\end{equation}
A local error of order $h^6$, summed twice over a number of steps proportional to $1/h$, leaves an error of order $h^4$. For the hydrogen integral between $l=5$ and $l=6$ at $n=12$, halving $h$ from 0.08 to 0.04 reduces the relative error from $4.5\times10^{-7}$ to $2.8\times10^{-8}$, a factor of 16.

\subsection{Where to start and where to stop}

Start far outside the outer turning point, with zero at the last grid point and a tiny positive number at the one before it. The wanted solution grows as we move inward. The other solution, which grows outward, dies away, so the crude starting values do little harm. The example starts at 1088 bohr, which is $2n(n+15)$ for the largest $n=17$.

The inner end needs more care. For small $r$ the Coulomb solutions behave as $u\sim r^{l+1}$ and $u\sim r^{-l}$. A non-integer $n_*$ brings in the second one, and so do the errors of the numerical integration. When $l\ge1$ it grows inward without limit, although the true function inside the core does not. The inner turning point follows from $Q=0$, that is, from $r^2/n_*^2-2r+l(l+1)=0$:
\begin{equation}
r_{\rm in}=n_*^2\left[1-\sqrt{1-\frac{l(l+1)}{n_*^2}}\right].
\end{equation}
Inside $r_{\rm in}$ we find the point where $|u|$ is smallest and discard everything closer to the nucleus. No function is continued below a cutoff radius, here 0.5 bohr. This is still inside the core, where $V$ is 32\% deeper than $-1/r$, but the levels depend little on the choice. Raising the cutoff to 1 bohr changes the twelve levels studied below by at most $0.0006\ \mathrm{cm^{-1}}$ at 8 kV/cm.

Since $dr=2x\,dx$ and $u^2=xX^2$, normalization and radial integrals become
\begin{equation}
2\int x^2X^2dx=1,\qquad
\langle 1|r|2\rangle=2\int x^4X_1X_2\,dx .
\end{equation}
For $12s$--$12p$ the result is 193.552 bohr. A diagonalization with the complete potential gives 193.548 bohr, a relative difference of about $2\times10^{-5}$.

\section{The general algorithm}

For a field range and a manifold $n_0$:
\begin{enumerate}
\item List the states with $n_0-k\le n\le n_0+k$ and $0\le l\le n-1$. Compute $n_*$ for each from its quantum defect.
\item Integrate (\ref{numerov}) inward for all states on a common grid, then cut and normalize the functions.
\item Form the radial integrals for $l'=l\pm1$ and multiply them by (\ref{ang}). This gives a matrix $Z$ that does not depend on the field.
\item At each field, diagonalize
\begin{equation}
H_{ij}=-\frac{\delta_{ij}}{2n_{*i}^2}+F\,Z_{ij}.
\end{equation}
\item Increase $k$ until the wanted levels change by much less than the required accuracy. The remaining error can exceed the last change: in the example below at 8 kV/cm, going from $k=4$ to $k=5$ changes the levels by at most $0.008\ \mathrm{cm^{-1}}$ but leaves an error of $0.014\ \mathrm{cm^{-1}}$.
\end{enumerate}
The signs of the radial functions need only be consistent within $Z$, because reversing one basis function leaves the eigenvalues unchanged.

For $n_0=12$ and $k=5$ the basis has $7+8+\cdots+17=132$ states. We number the levels by energy. The manifolds $n=7$ to $11$ contribute 45 states, so levels 46 to 57 are the twelve that start from $n=12$ at zero field. Call them ranks 1 to 12. Some of their energies, in $\mathrm{cm^{-1}}$ from the zero-field ionization limit, are:
\begin{center}
\begin{tabular}{rrrrr}
rank & 0 kV/cm & 4 kV/cm & 6 kV/cm & 8 kV/cm\\
1 & $-801.93$ & $-810.61$ & $-821.37$ & $-835.16$\\
2 & $-763.24$ & $-793.63$ & $-808.38$ & $-822.36$\\
7 & $-762.06$ & $-761.87$ & $-761.61$ & $-761.50$\\
12 & $-762.06$ & $-730.20$ & $-715.56$ & $-719.47$
\end{tabular}
\end{center}

Rank 1 starts as $12s$, and the two-state formula explains much of its early shift. At 2 kV/cm, $F=3.889\times10^{-7}$ and
\begin{equation}
W=\frac{193.55}{\sqrt3}\,(3.889\times10^{-7})(219474.6\ \mathrm{cm^{-1}})=9.54\ \mathrm{cm^{-1}} .
\end{equation}
Half the $12s$--$12p$ separation is $(801.93-763.24)/2=19.35\ \mathrm{cm^{-1}}$. Equation (\ref{two}) then gives the shift
\begin{equation}
19.35-\sqrt{19.35^2+9.54^2}=-2.2\ \mathrm{cm^{-1}},
\end{equation}
close to the $-2.15\ \mathrm{cm^{-1}}$ of the full basis. Part of this agreement is a cancellation: the whole $n=12$ manifold gives $-2.34\ \mathrm{cm^{-1}}$, and the other manifolds raise the level again. At 4 kV/cm the two-state shift is $-7.8\ \mathrm{cm^{-1}}$ against $-8.7\ \mathrm{cm^{-1}}$, so the omitted states matter more.

\section{Where neighbouring manifolds meet}

Rank 12 rises up to 6 kV/cm but is lower at 8 kV/cm. To see why, we need the linear Stark shifts of a whole hydrogen manifold.

Use $\xi=r+z$ and $\eta=r-z$. For $m=0$ the Laplacian is $\frac{4}{\xi+\eta}(\partial_\xi\xi\partial_\xi+\partial_\eta\eta\partial_\eta)$. Insert $r=(\xi+\eta)/2$ and $z=(\xi-\eta)/2$, multiply $H\psi=E\psi$ with $V=-1/r$ by $(\xi+\eta)/2$, and set $\psi=f(\xi)g(\eta)$ and $E=-\kappa^2/2$. It separates into
\begin{equation}
\left[-\frac{d}{d\xi}\xi\frac{d}{d\xi}+\frac{\kappa^2\xi}{4}+\frac{F\xi^2}{4}\right]f=\beta_1f,
\end{equation}
and the same equation in $\eta$ with $F\to-F$ and eigenvalue $\beta_2$, where $\beta_1+\beta_2=1$.

At $F=0$, $f=e^{-\kappa\xi/2}L_{n_1}(\kappa\xi)$ and $\beta_1=\kappa(n_1+\frac12)$. The first-order correction needs $\langle\xi^2\rangle$. With $y=\kappa\xi$, the recurrence $yL_p=(2p+1)L_p-(p+1)L_{p+1}-pL_{p-1}$ and the orthonormality of the $L_p$ with weight $e^{-y}$ give
\begin{equation}
\langle y^2\rangle=(2p+1)^2+(p+1)^2+p^2=6p^2+6p+2 .
\end{equation}
Let $n=n_1+n_2+1$ and $q=n_1-n_2$. Adding the two eigenvalues,
\begin{align}
1&=\kappa n+\frac{F}{4\kappa^2}\,6\left(n_1^2+n_1-n_2^2-n_2\right)
=\kappa n+\frac{3F}{2\kappa^2}\,nq .
\end{align}
Thus $\kappa=1/n-\frac32n^2qF$ to first order. Since the energy change is $-\kappa\,\delta\kappa$ with $\kappa=1/n$,
\begin{equation}
E=-\frac1{2n^2}+\frac32nqF,\qquad q=-(n-1),-(n-3),\ldots,n-1 .
\label{linear}
\end{equation}
For $n=2$ this returns the $\pm3F$ found by hand.

The top of manifold $n$ meets the bottom of $n+1$ when
\begin{equation}
\frac32nF\left[(n-1)+(n+1)\right]=\frac12\left[\frac1{n^2}-\frac1{(n+1)^2}\right]
=\frac{2n+1}{2n^2(n+1)^2}.
\end{equation}
The left side is $3n^2F$, hence
\begin{equation}
F=\frac{2n+1}{6n^4(n+1)^2}.
\end{equation}
For $n=12$ this is $25/(6\cdot20736\cdot169)=1.189\times10^{-6}$, or 6.11 kV/cm. The hydrogen calculation with $k=5$ puts the meeting at 6.08 kV/cm, with a gap that prints as zero to five decimals in $\mathrm{cm^{-1}}$. With the quantum defects switched on, the same code gives a gap of $3.49\ \mathrm{cm^{-1}}$ at that field. The defects also displace the levels, so a gap at one field does not by itself show that the crossing is avoided. Varying the field around the meeting shows that it is: the smallest gap there is $3.42\ \mathrm{cm^{-1}}$, at 6.12 kV/cm. In hydrogen the two states can cross because the separation in $\xi$ and $\eta$ gives them different quantum numbers $n_1,n_2$. The core potential does not separate in these coordinates, so it can couple the two states and keep them apart. Beyond this region, rank 12 does not follow a single level. In the $k=5$ basis it turns down near 6.1 kV/cm as it takes on $n=13$ character, turns up near 6.8 kV/cm as it becomes mostly $n=12$ again, and turns down once more near 7.4 kV/cm. At 8 kV/cm it is falling and about two thirds of its weight is in $n=13$.

\section{Convergence and its limit}

The reference is a mesh diagonalization of the same model with its core and a discretized continuum. The largest deviation among the twelve levels, in $\mathrm{cm^{-1}}$, is:
\begin{center}
\begin{tabular}{crr}
$k$ & 4 kV/cm & 8 kV/cm\\
0 & 0.604 & 22.7\\
1 & 0.087 & 4.32\\
2 & 0.029 & 0.093\\
3 & 0.014 & 0.042\\
5 & 0.006 & 0.014
\end{tabular}
\end{center}

At 8 kV/cm the manifolds $n=12$ and $n=13$ overlap, and a basis with $k=0$ lacks $n=13$ altogether. With $k=1$ the states from $n=13$ are present, but $n=14$, which would push them down, is missing. Adding only $n=14$ to this basis reduces the largest deviation from 4.3 to $0.07\ \mathrm{cm^{-1}}$, whereas adding only $n=10$ leaves it at $4.3\ \mathrm{cm^{-1}}$. At these two fields, one further manifold beyond any that overlaps the levels of interest meets the target of $0.1\ \mathrm{cm^{-1}}$, but only narrowly. This is not a general rule. At 1 kV/cm, $n=12$ alone leaves only $0.05\ \mathrm{cm^{-1}}$, whereas at 5 kV/cm, before the manifolds overlap, $k=1$ leaves $0.14\ \mathrm{cm^{-1}}$. Convergence in $k$ must therefore be checked at each field.

To separate the sources of error, the reference can be restricted to the same manifolds as the Zimmerman basis. The two then differ by at most $0.0006\ \mathrm{cm^{-1}}$. Nearly all the error in the table is thus truncation, and a finer radial integration would not help.

More manifolds do not lead to the exact answer without limit. The basis has no continuum. Dropping the positive-energy states from the reference changes the levels by up to $0.0014\ \mathrm{cm^{-1}}$ at 8 kV/cm, which is small here. There is also a problem of principle. By (\ref{linear}), the lowest state of a single manifold lies at $-1/(2n^2)-\frac32n(n-1)F$, which falls without bound as $n$ grows. At fixed field, a large enough basis therefore places artificial discrete levels among the wanted ones. In the real atom the electron can escape down the potential slope, so the levels are resonances with finite widths. The method gives useful positions while those widths are negligible and the levels are stable over a range of $k$. It does not give the widths.

\section*{Computed results}
\begin{verbatim}
core exponent zeta = 2.7 1/bohr; n0 = 12; m = 0
1 kV/cm = 1.944690e-07 a.u.; 1 hartree = 219474.631 cm^-1
Numerov step = 0.01 bohr^0.5; core cutoff = 0.5 bohr
outer radius = 1088 bohr; basis n = 7..17, 132 states
l=0: delta0 = 0.301959, delta2 = 0.019162, nstar(12) = 11.697901
l=1: delta0 = 0.009315, delta2 = -0.008073, nstar(12) = 11.990741
l=2: delta0 = 0.000078, delta2 = -0.000368, nstar(12) = 11.999925
defect of 12f on mesh = 2.9e-07 (set to 0)
largest error of defect formula = 3.0e-07
hydrogen n=12 integrals: largest relative error = 3.9e-08
step 0.08 bohr^0.5: relative error of <12,5|r|12,6> = 4.51e-07
step 0.04 bohr^0.5: relative error of <12,5|r|12,6> = 2.77e-08
step 0.02 bohr^0.5: relative error of <12,5|r|12,6> = 1.71e-09
radial integrals |<r>| in bohr: Numerov, reference mesh
  (12, 0)-(12, 1): 193.5520, 193.5475
  (12, 0)-(11, 1): 94.5757, 94.5735
  (12, 1)-(12, 2): 213.0643, 213.0642
  (12, 1)-(13, 2): 60.0678, 60.0677
largest integral deviation / (n n') = 1.7e-04 bohr
Stark map, E in cm^-1 from the zero-field ionization limit
rank   0 kV/cm   2 kV/cm   4 kV/cm   6 kV/cm   8 kV/cm
  1  -801.934  -804.086  -810.607  -821.371  -835.162
  2  -763.242  -778.087  -793.631  -808.384  -822.356
  3  -762.074  -774.816  -787.077  -798.798  -810.095
  4  -762.065  -771.610  -780.706  -789.432  -797.910
  5  -762.065  -768.431  -774.404  -780.139  -785.751
  6  -762.065  -765.263  -768.131  -770.871  -773.609
  7  -762.065  -762.099  -761.868  -761.609  -761.503
  8  -762.065  -758.934  -755.602  -752.341  -749.516
  9  -762.065  -755.763  -749.323  -743.060  -738.315
 10  -762.065  -752.580  -743.018  -733.764  -732.460
 11  -762.065  -749.373  -736.665  -724.473  -724.703
 12  -762.065  -746.110  -730.202  -715.563  -719.469
largest errors in cm^-1: truncation, Coulomb tail, total
k |  at 4 kV/cm                 |  at 8 kV/cm
0 | 0.60378 0.00033 0.60382 | 22.70253 0.00059 22.70261
1 | 0.08738 0.00031 0.08740 | 4.31839 0.00041 4.31827
2 | 0.02916 0.00031 0.02918 | 0.09273 0.00041 0.09276
3 | 0.01394 0.00031 0.01396 | 0.04248 0.00041 0.04238
4 | 0.00821 0.00031 0.00824 | 0.02236 0.00041 0.02226
5 | 0.00552 0.00031 0.00554 | 0.01406 0.00041 0.01393
effect of dropping E>0 mesh states: 0.00060 cm^-1 at 4, 0.00142 cm^-1 at 8 kV/cm
core cutoff 0.5 -> 1.0 bohr, 8 kV/cm: change 0.00061 cm^-1
crossing n=12/13, first-order formula: 6.1140 kV/cm
crossing n=12/13, hydrogen numerical: 6.0780 kV/cm
gap there: hydrogen 0.00000 cm^-1, alkali 3.4924 cm^-1
alkali gap there from reference mesh: 3.4905 cm^-1
\end{verbatim}
